# Diamagnetic Shift of Excitons and the Crossover to Landau Levels: a numerical check

```python
"""Diamagnetic shift of s excitons and crossover to Landau levels.

Result under test (atomic units): H = p^2/(2 mu) + B^2 rho^2/(8 mu) - 1/(eps r),
weak-field shift <rho^2> B^2/(8 mu), with <rho^2> = 2 a^2 (3D), 3 a^2/8 (2D).
mu: reduced mass, eps: dielectric constant, a = eps/mu: exciton Bohr radius,
W = mu/eps^2: energy unit, gamma = B a^2: scaled field, rho: distance from the
field axis. In scaled units h = -Laplacian/2 + gamma^2 rho^2/8 - 1/r.
Strong field: E/gamma -> 1/2, with Coulomb corrections that fade slowly.
"""
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import curve_fit
from scipy.special import eval_genlaguerre, eval_legendre, gammaln

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10          # angstrom
FIELD = const.hbar / (const.e * (BOHR * 1e-10) ** 2)              # tesla


# ---- two-particle Hamiltonian reduces to the relative one ----
def check_reduction():
    xe, ye, xh, yh, x, y = sp.symbols("xe ye xh yh x y", real=True)
    field, me, mh = sp.Rational(7, 5), sp.Rational(1, 2), sp.Rational(4, 3)
    total = me + mh

    def kinetic(f, u, v, charge, mass):
        def px(g):
            return -sp.I * sp.diff(g, u) + charge * field * v / 2 * g

        def py(g):
            return -sp.I * sp.diff(g, v) - charge * field * u / 2 * g
        return (px(px(f)) + py(py(f))) / (2 * mass)

    phi = (1 + x + 2 * x * y) * sp.exp(-x**2 - y**2 / 2)
    rel = {x: xe - xh, y: ye - yh}
    cx, cy = (me * xe + mh * xh) / total, (me * ye + mh * yh) / total
    phase = sp.exp(sp.I * field * ((xe - xh) * cy - (ye - yh) * cx) / 2)
    psi = phase * phi.subs(rel, simultaneous=True)
    full = kinetic(psi, xe, ye, -1, me) + kinetic(psi, xh, yh, 1, mh)
    mu = me * mh / total
    lz = -sp.I * (x * sp.diff(phi, y) - y * sp.diff(phi, x))
    reduced = (-(sp.diff(phi, x, 2) + sp.diff(phi, y, 2)) / (2 * mu)
               + (1 / me - 1 / mh) * field * lz / 2
               + field**2 * (x**2 + y**2) * phi / (8 * mu))
    point = {xe: 0.7, ye: -0.4, xh: 0.2, yh: 0.5}
    left = complex(sp.N((full / phase).subs(point)))
    right = complex(sp.N(reduced.subs({x: 0.5, y: -0.9})))
    assert abs(left - right) < 1e-10


check_reduction()

# ---- Laguerre-basis diagonalization in two and three dimensions ----
nodes, weights = leggauss(400)
X, WX = 150 * (nodes + 1), 150 * weights


def radial_functions(l, count, dim):
    k = np.arange(count)[:, None]
    alpha = 2 * l + dim - 1
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + alpha + 1)) - X / 2)
    lag = eval_genlaguerre(k, float(alpha), X)
    lower = eval_genlaguerre(np.maximum(k - 1, 0), float(alpha + 1), X)
    dlag = np.where(k > 0, -lower, 0.0)
    value = norm * X**l * lag
    slope = norm * X**l * (l / X * lag + dlag - lag / 2)
    return value, slope


def build(dim, count, momenta):
    size = count * len(momenta)
    kin, coul, rho2 = (np.zeros((size, size)) for _ in range(3))
    if dim == 3:
        u, wu = leggauss(40)
        ang = np.array([np.sqrt(l + 0.5) * eval_legendre(l, u) for l in momenta])
        sin2 = (ang * wu * (1 - u**2)) @ ang.T
    else:
        sin2 = np.ones((1, 1))
    funcs = [radial_functions(l, count, dim) for l in momenta]
    measure = WX * X ** (dim - 1)
    for i, l in enumerate(momenta):
        p, d = funcs[i]
        si = slice(i * count, (i + 1) * count)
        assert np.allclose((p * measure) @ p.T, np.eye(count), atol=1e-8)
        kin[si, si] = 0.5 * ((d * measure) @ d.T
                             + l * (l + dim - 2) * (p * measure / X**2) @ p.T)
        coul[si, si] = (p * measure / X) @ p.T
        for j in range(len(momenta)):
            sj = slice(j * count, (j + 1) * count)
            rho2[si, sj] = sin2[i, j] * (p * measure * X**2) @ funcs[j][0].T
    return kin, coul, rho2


MATRICES = {2: build(2, 40, [0]), 3: build(3, 18, list(range(0, 18, 2)))}


def solve(dim, gamma, stretch=1.0):
    """Two lowest scaled energies and <rho^2> of the ground state."""
    kin, coul, rho2 = MATRICES[dim]
    decay = 2 + 1.5 * np.sqrt(gamma) if dim == 2 else 1 + 0.7 * np.sqrt(gamma)
    s = 2 * decay * stretch
    ham = s**2 * kin - s * coul + gamma**2 / (8 * s**2) * rho2
    energy, vec = eigh(ham, subset_by_index=[0, 1])
    return energy, vec[:, 0] @ rho2 @ vec[:, 0] / s**2


# ---- independent solvers ----
def grid_energy_2d(gamma):
    """Finite differences in t = sqrt(r), extrapolated in the step."""
    result = []
    for n in (250, 500):
        h = 2.6 / n
        t = (np.arange(n) + 0.5) * h
        diag = 1 / (4 * h**2 * t**2) + gamma**2 * t**4 / 8 - 1 / t**2
        edge = np.arange(1, n) * h
        off = -edge / (8 * h**2 * (t[:-1] * t[1:]) ** 1.5)
        result.append(eigh_tridiagonal(diag, off, eigvals_only=True, select="i",
                                       select_range=(0, 0),
                                       lapack_driver="stebz")[0])
    return (4 * result[1] - result[0]) / 3


def gaussian_energy_3d(gamma):
    """Variational energy in functions exp(-p rho^2 - q z^2)."""
    q0 = 0.03 * 2.2 ** np.arange(14)
    q = np.concatenate([q0] * 3)
    p = np.concatenate([q0 + c * gamma / 4 for c in (0.4, 0.8, 1.2)])
    ps, qs = p[:, None] + p, q[:, None] + q
    over = np.pi / ps * np.sqrt(np.pi / qs)
    kin = over * (2 * np.outer(p, p) / ps + np.outer(q, q) / qs)
    u, wu = leggauss(80)
    u, wu = (u + 1) / 2, wu / 2
    coul = 2 * np.pi * np.sum(
        wu / (ps[..., None] - (ps - qs)[..., None] * u**2), axis=-1)
    ham = kin + gamma**2 / 8 * over / ps - coul
    scale = 1 / np.sqrt(np.diag(over))
    over, ham = over * np.outer(scale, scale), ham * np.outer(scale, scale)
    val, vec = np.linalg.eigh(over)
    keep = val > 1e-9
    trans = vec[:, keep] / np.sqrt(val[keep])
    return np.linalg.eigvalsh(trans.T @ ham @ trans)[0]


for g in (0.0, 1.0, 10.0):
    assert abs(grid_energy_2d(g) - solve(2, g)[0][0]) < 5e-5
for g in (1.0, 10.0):
    best = solve(3, g)[0][0]
    assert abs(best - solve(3, g, 1.25)[0][0]) < 1e-4
    assert -1e-4 < gaussian_energy_3d(g) - best < 5e-3

# ---- weak field: size, quadratic and quartic terms ----
SIZE = {3: 2.0, 2: 3 / 8}
QUARTIC = {3: 53 / 192, 2: 159 / 65536}
for dim, small in ((3, 0.05), (2, 0.3)):
    e_zero, size_zero = solve(dim, 0.0, 1.3)
    assert abs(size_zero - SIZE[dim]) < 1e-5
    rest = solve(dim, small)[0][0] - e_zero[0] - SIZE[dim] * small**2 / 8
    assert abs(-rest / small**4 / QUARTIC[dim] - 1) < 0.03
    for g in (0.5, 5.0):                       # slope equals gamma <rho^2>/4
        step = 0.01
        diff = (solve(dim, g + step)[0][0] - solve(dim, g - step)[0][0]) / (2 * step)
        assert abs(diff - g * solve(dim, g)[1] / 4) < 1e-3

# ---- strong field in two dimensions ----
n = np.arange(1, 100001)
ratio = np.cumprod((n - 0.5) / n)
C2 = np.pi / 2 * (np.sum(ratio**2 / n) + 1 / (np.pi * (n[-1] + 0.5)))
for g, tol in ((100.0, 0.1), (1000.0, 0.03)):
    assert abs(solve(2, g)[0][0] - (g / 2 - np.sqrt(np.pi * g / 2) - C2)) < tol
extra = [np.diff(solve(2, g)[0])[0] - g for g in (1000.0, 4000.0)]
predicted = 0.25 * np.sqrt(np.pi / 2) * (np.sqrt(4000) - np.sqrt(1000))
assert abs(extra[1] - extra[0] - predicted) < 0.1

# ---- worked example: round model parameters ----
MU, EPS, GAP = 0.06, 12.0, 1.5
A, W = EPS / MU * BOHR, HARTREE * MU / EPS**2
PER_TESLA = (EPS / MU) ** 2 / FIELD
print(f"reduced mass {MU} m_e, dielectric constant {EPS}, gap {GAP} eV")
print(f"exciton Bohr radius a = {A:.2f} angstrom")
print(f"energy unit W = {W:.6f} eV")
print(f"scaled field per tesla = {PER_TESLA:.5f} 1/T")
SIGMA = {}
for dim in (3, 2):
    SIGMA[dim] = W * SIZE[dim] * PER_TESLA**2 / 8
    print(f"{dim}D binding energy at B=0: {-W * solve(dim, 0.0)[0][0]:.6f} eV")
    print(f"{dim}D rms rho = {A * np.sqrt(SIZE[dim]):.2f} angstrom")
    print(f"{dim}D shift coefficient = {SIGMA[dim]:.4e} eV/T^2"
          f" = {SIGMA[dim] * 1e6:.2f} micro-eV/T^2")
    g5 = np.sqrt(0.05 * SIZE[dim] / 8 / QUARTIC[dim])
    shift = solve(dim, g5)[0][0] - solve(dim, 0.0)[0][0]
    loss = 1 - shift / (SIZE[dim] * g5**2 / 8)
    assert abs(loss - 0.05) < 0.015
    print(f"{dim}D quartic term is 5% of quadratic at gamma={g5:.3f},"
          f" B={g5 / PER_TESLA:.2f} T; actual deficit {100 * loss:.2f}%")
    gx = 2 / SIZE[dim]
    assert 0.3 < gx * solve(dim, gx)[1] / 2 < 0.7
    print(f"{dim}D crossover gamma={gx:.3f}, B={gx / PER_TESLA:.2f} T")
print(f"2D strong-field constant C = {C2:.4f}")

print("dim gamma | shift/quadratic law | slope/(Landau slope) | gamma/2-E")
for dim in (3, 2):
    previous = 0.0
    for g in (0.2, 1.0, 16 / 3, 10.0):
        e, size = solve(dim, g)
        quad = (e[0] - solve(dim, 0.0)[0][0]) / (SIZE[dim] * g**2 / 8)
        relative = g * size / 2
        assert previous < relative < 1 and quad < 1
        previous = relative
        print(f"{dim}D {g:7.3f} | {quad:.4f} | {relative:.4f} | {g / 2 - e[0]:.4f}")


# ---- synthetic data and extraction ----
def even_fit(b, energy, noise):
    """Coefficient of B^2, and its error, from a fit 1, B^2, B^4."""
    design = np.column_stack([np.ones_like(b), b**2, b**4])
    coef = np.linalg.lstsq(design, energy, rcond=None)[0]
    cov = noise**2 * np.linalg.inv(design.T @ design)
    return coef[1], np.sqrt(cov[1, 1])


rng = np.random.default_rng(7)
noise3, noise2 = 1e-6, 5e-6
b3 = np.linspace(0, 1.5, 16)
data3 = GAP + W * np.array([solve(3, PER_TESLA * b)[0][0] for b in b3])
data3 += noise3 * rng.standard_normal(b3.size)
s3, ds3 = even_fit(b3, data3, noise3)
mu3 = (EPS**2 / (4 * s3 * FIELD**2 / HARTREE)) ** (1 / 3)
assert abs(mu3 / MU - 1) < 0.03
print(f"3D data: {b3.size} points to {b3[-1]} T, noise {noise3:.0e} eV")
print(f"3D fitted coefficient = {s3:.3e} +- {ds3:.1e} eV/T^2")
print(f"3D with eps known: mu = {mu3:.4f} +- {mu3 * ds3 / s3 / 3:.4f} m_e")
print(f"3D with eps known: a = {EPS / mu3 * BOHR:.2f} angstrom,"
      f" rms rho = {np.sqrt(2) * EPS / mu3 * BOHR:.2f} angstrom")

b2 = np.linspace(0, 60, 121)
data2 = GAP + W * np.array([grid_energy_2d(PER_TESLA * b) for b in b2])
data2 += noise2 * rng.standard_normal(b2.size)
low, high = b2 <= 8, b2 >= 50
s2, ds2 = even_fit(b2[low], data2[low], noise2)
grid = np.linspace(0, 30, 121)
curve = CubicSpline(grid, [solve(2, g)[0][0] for g in grid])


def model(b, gap, mu, eps):
    return gap + HARTREE * mu / eps**2 * curve(b / FIELD * (eps / mu) ** 2)


fit, cov = curve_fit(model, b2, data2, p0=[data2[0] + 0.02, 0.08, 13.0],
                     sigma=np.full(b2.size, noise2), absolute_sigma=True)
err = np.sqrt(np.diag(cov))
assert np.all(np.abs(fit - [GAP, MU, EPS]) < 4 * err)
assert abs(fit[1] / MU - 1) < 0.03


def radius(mu):
    return BOHR * np.sqrt(8 * mu * s2 * FIELD**2 / HARTREE)


rho_true = A * np.sqrt(SIZE[2])
assert abs(radius(fit[1]) / rho_true - 1) < 0.05
slope = np.polyfit(b2[high], data2[high], 1)[0]
mu_slope = HARTREE / FIELD / (2 * slope)
spacing = W * np.diff(solve(2, PER_TESLA * 60)[0])[0]
mu_spacing = HARTREE / FIELD * 60 / spacing
assert mu_spacing < MU < mu_slope
print(f"2D data: {b2.size} points to {b2[-1]} T, noise {noise2:.0e} eV")
print(f"2D coefficient from B<=8 T = {s2:.3e} +- {ds2:.1e} eV/T^2")
print(f"2D full-curve fit: gap = {fit[0]:.6f} +- {err[0]:.6f} eV")
print(f"2D full-curve fit: mu = {fit[1]:.5f} +- {err[1]:.5f} m_e")
print(f"2D full-curve fit: eps = {fit[2]:.3f} +- {err[2]:.3f}")
print(f"2D full-curve fit: a = {fit[2] / fit[1] * BOHR:.2f} angstrom")
print(f"2D rms rho from coefficient and fitted mu = {radius(fit[1]):.2f} angstrom")
print(f"2D 1s slope for 50-60 T = {slope:.4e} eV/T")
print(f"2D naive mu from that slope = {mu_slope:.4f} m_e,"
      f" rms rho then {radius(mu_slope):.2f} angstrom")
print(f"2D 2s-1s spacing at 60 T = {spacing:.6f} eV")
print(f"2D naive mu from that spacing = {mu_spacing:.4f} m_e")
print("tests ok")
```

It prints:

```
reduced mass 0.06 m_e, dielectric constant 12.0, gap 1.5 eV
exciton Bohr radius a = 105.84 angstrom
energy unit W = 0.011338 eV
scaled field per tesla = 0.17018 1/T
3D binding energy at B=0: 0.005669 eV
3D rms rho = 149.67 angstrom
3D shift coefficient = 8.2087e-05 eV/T^2 = 82.09 micro-eV/T^2
3D quartic term is 5% of quadratic at gamma=0.213, B=1.25 T; actual deficit 4.25%
3D crossover gamma=1.000, B=5.88 T
2D binding energy at B=0: 0.022676 eV
2D rms rho = 64.81 angstrom
2D shift coefficient = 1.5391e-05 eV/T^2 = 15.39 micro-eV/T^2
2D quartic term is 5% of quadratic at gamma=0.983, B=5.78 T; actual deficit 4.21%
2D crossover gamma=5.333, B=31.34 T
2D strong-field constant C = 0.6913
dim gamma | shift/quadratic law | slope/(Landau slope) | gamma/2-E
3D   0.200 | 0.9618 | 0.1857 | 0.5904
3D   1.000 | 0.6753 | 0.5358 | 0.8312
3D   5.333 | 0.2469 | 0.8211 | 1.4108
3D  10.000 | 0.1501 | 0.8804 | 1.7478
2D   0.200 | 0.9979 | 0.0373 | 2.0981
2D   1.000 | 0.9566 | 0.1724 | 2.4552
2D   5.333 | 0.6422 | 0.5021 | 3.8104
2D  10.000 | 0.4661 | 0.6209 | 4.8152
3D data: 16 points to 1.5 T, noise 1e-06 eV
3D fitted coefficient = 8.174e-05 +- 1.2e-06 eV/T^2
3D with eps known: mu = 0.0601 +- 0.0003 m_e
3D with eps known: a = 105.69 angstrom, rms rho = 149.46 angstrom
2D data: 121 points to 60.0 T, noise 5e-06 eV
2D coefficient from B<=8 T = 1.546e-05 +- 2.1e-07 eV/T^2
2D full-curve fit: gap = 1.499931 +- 0.000032 eV
2D full-curve fit: mu = 0.06005 +- 0.00002 m_e
2D full-curve fit: eps = 12.022 +- 0.011
2D full-curve fit: a = 105.95 angstrom
2D rms rho from coefficient and fitted mu = 64.98 angstrom
2D 1s slope for 50-60 T = 5.8794e-04 eV/T
2D naive mu from that slope = 0.0985 m_e, rms rho then 83.21 angstrom
2D 2s-1s spacing at 60 T = 0.135121 eV
2D naive mu from that spacing = 0.0514 m_e
tests ok
```
